**Cutoff shift and random error of a simulated linewidth**

With continuous slowing down, the line-scan signal at escape-energy cutoff Ec is the probability that the total path L in matter is less than s(Ec), the path on which the beam energy falls to Ec. The influence vector g = dW/dS relates changes of the scan S to changes of the measured width W, and gives Var W = Σg²p(1−p)/N for escape probabilities p and N trajectories per beam position. The program asserts agreement of the scattering formulas with numerical Born integrals, of the path table with a differential-equation solution, and of four scan values with an independent small-step walk. It also asserts mirror symmetry, the influence vector by finite differences, the finite-shift formula, two standard errors by jackknife, and the variance and bias laws by binomial resampling at N = 1600 and 6400. For a model ridge 200 Å wide, the 50 eV cutoff gives W = 195.0 Å with a standard error of 0.36 Å at N = 10000. Raising the cutoff to 400 eV shifts W by +1.94 Å with a relative threshold and by −13.31 Å with a fixed one. The random error equals the relative-threshold shift at about 340 trajectories per position for a 400 eV cutoff, and at about 7500 for 200 eV.

## Check in Python

```python
"""Monte Carlo line scan of a ridge: effect of energy cutoff and trajectory count.

Result under test: with continuous slowing down, the signal at cutoff Ec is
P(path in matter < s(Ec)), and one influence vector g = dW/dS gives both the
random error of the measured width W and its shift when the cutoff changes.
Symbols: E energy, beta screening parameter, tau number of mean free paths,
s path in matter, S escaping fraction, N trajectories per beam position.
Atomic units inside the transport code; eV and angstrom in input and output.
The solid fills z < 0 and the ridge |x| < half width, 0 < z < height.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad, solve_ivp
from scipy.stats import chi2

EV = const.physical_constants["Hartree energy in eV"][0]
ANG = const.physical_constants["Bohr radius"][0] * 1e10
rng = np.random.default_rng(20241)

# Model parameters
Z = 14
density_ang = 0.05
excitation_ev = 170.0
beam_ev = 1000.0
blur_ang = 10.0
half_ang = 100.0
height_ang = 200.0
cutoffs_ev = np.array([50.0, 100.0, 200.0, 300.0, 400.0, 600.0])
M = 10000          # simulated trajectories per beam position
BATCHES = 50

density = density_ang * ANG**3
J = excitation_ev / EV
E0 = beam_ev / EV
half, height = half_ang / ANG, height_ang / ANG
mu = (128 * Z / (9 * np.pi**2)) ** (1 / 3)   # Thomas-Fermi screening


def screening(E):
    return mu**2 / (8 * E)


def sigma_total(E):
    b = screening(E)
    return np.pi * Z**2 / (4 * E**2 * b * (1 + b))


def sigma_transport(E):
    b = screening(E)
    return np.pi * Z**2 / (2 * E**2) * (np.log((1 + b) / b) - 1 / (1 + b))


def stopping(E):
    """Joy-Luo modified Bethe stopping power, positive."""
    return (2 * np.pi * density * Z / E
            * np.log(np.sqrt(np.e / 2) * (E + 0.85 * J) / J))


def angle_drop(b, r):
    """1 - cos(theta) for uniform variate r."""
    return 2 * b * r / (1 + b - r)


def deflect(u, v, w, b):
    drop = angle_drop(b, rng.random(u.size))
    cos_t = 1 - drop
    sin_t = np.sqrt(np.maximum(drop * (2 - drop), 0))
    phi = 2 * np.pi * rng.random(u.size)
    cp, sp = sin_t * np.cos(phi), sin_t * np.sin(phi)
    s = np.sqrt(u * u + v * v)
    return (u * cos_t + (u * w * cp - v * sp) / s,
            v * cos_t + (v * w * cp + u * sp) / s,
            w * cos_t - s * cp)


# Test: cross sections and angle sampling from the numerical Born integral
nodes, weights = np.polynomial.legendre.leggauss(600)
r_max = 40 / mu
r_nodes, r_weights = r_max * (nodes + 1) / 2, r_max * weights / 2


def born_differential(drop, E):
    """|f|^2 from the radial integral of the Yukawa potential."""
    q = np.sqrt(4 * E * np.atleast_1d(drop))
    kernel = np.sinc(np.outer(q, r_nodes) / np.pi)
    f = 2 * kernel @ (r_weights * r_nodes * Z * np.exp(-mu * r_nodes))
    return f**2


c_nodes, c_weights = np.polynomial.legendre.leggauss(100)
for energy_ev in (50.0, 400.0, 1000.0):
    E = energy_ev / EV
    diff = 2 * np.pi * born_differential(1 - c_nodes, E)
    total = c_weights @ diff
    transport = c_weights @ (diff * (1 - c_nodes))
    assert abs(total / sigma_total(E) - 1) < 1e-7
    assert abs(transport / sigma_transport(E) - 1) < 1e-7
    for r in (0.2, 0.7, 0.95):
        top = angle_drop(screening(E), r)
        part = quad(lambda t: 2 * np.pi * born_differential(t, E)[0],
                    0, top, epsrel=1e-8)[0]
        assert abs(part / total - r) < 1e-6

# Slowing-down tables, ordered from the beam energy downward
ENERGY = np.linspace(E0, cutoffs_ev[0] / EV, 2001)
inverse_stop = 1 / stopping(ENERGY)
assert np.all(np.diff(stopping(ENERGY)) > 0)   # used by depth pruning below
PATH = -cumulative_trapezoid(inverse_stop, ENERGY, initial=0)
TAU = -cumulative_trapezoid(density * sigma_total(ENERGY) * inverse_stop,
                            ENERGY, initial=0)
BETA = screening(ENERGY)
cut_path = np.interp(cutoffs_ev / EV, ENERGY[::-1], PATH[::-1])

# Test: path table against direct solution of dE/ds = -stopping
ode = solve_ivp(lambda s, e: -stopping(e), (0, PATH[-1]), [E0],
                t_eval=cut_path[::-1], rtol=1e-9, atol=1e-11)
assert np.max(np.abs(ode.y[0][::-1] * EV - cutoffs_ev)) < 0.01


def start(x_ang, n):
    x = (x_ang + blur_ang * rng.standard_normal(n)) / ANG
    z = np.where(np.abs(x) < half, height, 0.0) - 1e-9
    return x, z, np.full(n, 1e-6), np.zeros(n), -np.ones(n)


def escape_paths(x_ang, n):
    """Path in matter at final escape; infinity if absorbed."""
    result = np.full(n, np.inf)
    ident = np.arange(n)
    x, z, u, v, w = start(x_ang, n)
    s, tau = np.zeros(n), np.zeros(n)
    while ident.size:
        tau_new = tau + rng.standard_exponential(ident.size)
        s_new = np.interp(tau_new, TAU, PATH)
        step = s_new - s
        side = (np.copysign(half, u) - x) / u
        ground = -z / w
        x_ground = x + u * ground
        open_ground = np.abs(x_ground) >= half
        up = w > 0
        exit_up = np.where((z < 0) & open_ground, ground,
                           np.minimum(side, (height - z) / w))
        exit_down = np.where((z > 0) & open_ground, side, np.inf)
        t_exit = np.where(up, exit_up, exit_down)
        k = np.flatnonzero(t_exit < step)
        # vacuum flight of those that left the solid
        xg, uk, wk, upk = x_ground[k], u[k], w[k], up[k]
        path = s[k] + t_exit[k]
        from_floor = upk & (z[k] < 0) & open_ground[k]
        z_wall = wk * (np.abs(xg) - half) / np.abs(uk)
        hits_wall = from_floor & (xg * uk < 0) & (z_wall < height)
        back = hits_wall | ~upk
        result[ident[k[~back]]] = path[~back]
        kb = k[back]
        old_direction = u[kb], v[kb], w[kb]
        # collision at the end of the flight for all others
        x = x + u * step
        z = z + w * step
        u, v, w = deflect(u, v, w, np.interp(tau_new, TAU, BETA))
        keep = (tau_new < TAU[-1]) & (z > s_new - PATH[-1])
        keep[k] = False
        # re-entry without a collision
        x[kb] = np.where(upk[back],
                         np.copysign(half * (1 - 1e-12), xg[back]), xg[back])
        z[kb] = np.where(upk[back], z_wall[back], -1e-9)
        u[kb], v[kb], w[kb] = old_direction
        s_new[kb] = path[back]
        tau_new[kb] = np.interp(path[back], PATH, TAU)
        keep[kb] = True
        ident, x, z, u, v, w, s, tau = (
            q[keep] for q in (ident, x, z, u, v, w, s_new, tau_new))
    return result


def small_step_yield(x_ang, n, cutoff):
    """Independent walk: short steps, point membership, true termination."""
    x, z, u, v, w = start(x_ang, n)
    E = np.full(n, E0)
    escaped = 0
    for _ in range(4000):
        if not x.size:
            break
        inside = (z < 0) | ((z < height) & (np.abs(x) < half))
        stop = stopping(E)
        vacuum = np.where(x * u > 0, 2 / np.maximum(np.abs(w), 1e-3), 2.0)
        step = np.where(inside, 0.1 / (density * sigma_total(E)), vacuum)
        x, z = x + u * step, z + w * step
        E = E - np.where(inside, stop * step, 0)
        now = (z < 0) | ((z < height) & (np.abs(x) < half))
        alive = E > cutoff
        free = alive & ~now & (w > 0) & (
            (z >= height) | ((np.abs(x) >= half) & (x * u > 0)))
        escaped += free.sum()
        hit = np.flatnonzero(inside & now & alive
                             & (rng.random(x.size) < 0.1))
        u[hit], v[hit], w[hit] = deflect(u[hit], v[hit], w[hit],
                                         screening(E[hit]))
        keep = alive & ~free & (-z < (E - cutoff) / stop)
        x, z, u, v, w, E = (q[keep] for q in (x, z, u, v, w, E))
    assert x.size < 0.005 * n
    return escaped / n


# Line scan; offsets are measured outward from each true edge
offsets = np.array([-100, -60, -55, -50, -45, -40, -25, -15, -10, -5, 0,
                    5, 10, 15, 25, 40, 45, 50, 55, 60], dtype=float)
paths = np.array([[escape_paths(sign * (half_ang + d), M) for d in offsets]
                  for sign in (1, -1)])
batched = paths.reshape(2, offsets.size, BATCHES, M // BATCHES)
batch_signal = np.array([(batched < c).mean(axis=3) for c in cut_path])
signal = batch_signal.mean(axis=3)       # cutoff, side, offset

# Test: mirror symmetry of the scan
p = signal[0].mean(axis=0)
mirror = np.sum((signal[0, 0] - signal[0, 1])**2 / (2 * p * (1 - p) / M))
assert chi2.sf(mirror, offsets.size) > 1e-4

# Test: scan and cutoff equivalence against the small-step walk
walk_n = 8000
walk_rows = []
for cut_index in (0, 4):
    for d in (-10.0, 10.0):
        main = signal[cut_index, :, offsets == d].mean()
        walk = small_step_yield(half_ang + d, walk_n,
                                cutoffs_ev[cut_index] / EV)
        error = np.sqrt(main * (1 - main) * (1 / walk_n + 1 / (2 * M)))
        # 0.005 allows for the finite step of the comparison walk
        assert abs(main - walk) < 4 * error + 0.005
        walk_rows.append((cutoffs_ev[cut_index], d, main, walk))

# Edge estimator weights
near = np.abs(offsets) <= 15
inner = (offsets >= -60) & (offsets <= -40)
outer = (offsets >= 40) & (offsets <= 60)
w_mean = near / near.sum()
w_slope = offsets * near / np.sum(offsets[near]**2)
w_level = 0.5 * inner / inner.sum() + 0.5 * outer / outer.sum()


def edges(S, level=None):
    if level is None:
        level = S @ w_level
    return (level - S @ w_mean) / (S @ w_slope)


def width(S, level=None):
    return 2 * half_ang + edges(S, level).sum(axis=-1)


def influence(S):
    e = edges(S)[:, None]
    return (w_level - w_mean - e * w_slope) / (S @ w_slope)[:, None]


ref = signal[0]
g = influence(ref)
W_ref = width(ref)

# Test: influence vector by finite differences; affine invariance
for side in range(2):
    for i in range(offsets.size):
        bump = np.zeros_like(ref)
        bump[side, i] = 1e-5
        slope = (width(ref + bump) - width(ref - bump)) / 2e-5
        assert abs(slope - g[side, i]) < 1e-3 * np.abs(g).max()
assert abs(width(0.6 * ref + 0.07) - W_ref) < 1e-8

# Leave-one-batch-out scans for error estimates
loo = (signal[..., None] * BATCHES - batch_signal) / (BATCHES - 1)
loo = np.moveaxis(loo, 3, 1)             # cutoff, batch, side, offset


def jackknife(values):
    return np.sqrt((BATCHES - 1) * np.var(values))


V1 = np.sum(g**2 * ref * (1 - ref))      # N times variance of W
se_width = np.sqrt(V1 / M)
jack_width = jackknife(width(loo[0]))
# a standard deviation from 50 batches is itself uncertain by 10 percent
assert abs(jack_width / se_width - 1) < 0.4

level_ref = ref @ w_level
rows = []
for j in range(1, cutoffs_ev.size):
    S = signal[j]
    shift = width(S) - W_ref
    lost = ((paths >= cut_path[j]) & (paths < cut_path[0])).mean(axis=2)
    ratio = (ref @ w_slope) / (S @ w_slope)
    predicted = -np.sum(ratio * np.sum(g * lost, axis=1))
    assert abs(shift - predicted) < 1e-8
    g2 = influence(S)
    variance = np.sum(g**2 * ref * (1 - ref) + g2**2 * S * (1 - S)
                      - 2 * g * g2 * S * (1 - ref)) / M
    se = np.sqrt(variance)
    if cutoffs_ev[j] == 400:
        jack_shift = jackknife(width(loo[j]) - width(loo[0]))
        assert abs(jack_shift / se - 1) < 0.4
        se_400 = se
    fixed_edges = edges(S, level_ref)
    fixed_shift = width(S, level_ref) - W_ref
    fixed_se = jackknife(width(loo[j], loo[0] @ w_level) - width(loo[0]))
    in_fit = np.all(np.abs(fixed_edges) <= 15)
    rows.append((cutoffs_ev[j], shift, se, fixed_shift, fixed_se, in_fit))

# Trajectory count: binomial resampling against the variance and bias laws
b = ref @ w_slope
e_ref = edges(ref)
v_pixel = ref * (1 - ref)
bias1 = np.sum((e_ref * (v_pixel @ w_slope**2)
                - v_pixel @ ((w_level - w_mean) * w_slope)) / b**2)
count_rows = []
for N in (100, 400, 1600, 6400):
    sample = rng.binomial(N, ref, size=(20000, 2, offsets.size)) / N
    W = width(sample)
    law = np.sqrt(V1 / N)
    low, high = np.percentile(W, [15.865, 84.135])
    # removing the zero-mean linear part exposes the small bias
    rest = W - W_ref - np.sum((sample - ref) * g, axis=(1, 2))
    bias = rest.mean()
    if N >= 1600:
        assert abs(W.std() / law - 1) < (0.08 if N == 1600 else 0.05)
        assert (abs(bias - bias1 / N)
                < 5 * rest.std() / np.sqrt(W.size) + 0.15 * abs(bias1 / N))
    count_rows.append((N, law, W.std(), (high - low) / 2, bias, bias1 / N))

print(f"Z = {Z}, density = {density_ang} atoms/A^3, J = {excitation_ev} eV")
print(f"beam = {beam_ev} eV, blur std = {blur_ang} A")
print(f"ridge width = {2 * half_ang} A, height = {height_ang} A")
print(f"trajectories per beam setting = {M}, settings = {2 * offsets.size}")
print(f"screening mu = {mu:.4f} 1/bohr")
print("E(eV): beta, mfp(A), transport mfp(A), stopping(eV/A)")
for energy_ev in (1000.0, 400.0, 50.0):
    E = energy_ev / EV
    print(f" {energy_ev:.0f}: {screening(E):.4f}, "
          f"{ANG / (density * sigma_total(E)):.2f}, "
          f"{ANG / (density * sigma_transport(E)):.1f}, "
          f"{stopping(E) * EV / ANG:.3f}")
print(f"mean collisions from beam energy to 50 eV = {TAU[-1]:.1f}")
print("path s(Ec) in A: " + ", ".join(
    f"{c:.0f} eV {q * ANG:.1f}" for c, q in zip(cutoffs_ev, cut_path)))
print("outward offset(A): S at 50 eV, S at 400 eV (mean of two sides)")
for d in (-100, -50, -25, -10, 0, 10, 25, 50):
    pair = signal[[0, 4]][:, :, offsets == d].mean(axis=(1, 2))
    print(f" {d}: {pair[0]:.4f}, {pair[1]:.4f}")
print(f"mirror chi-square = {mirror:.1f} for {offsets.size} pairs")
print("cutoff(eV), offset(A): scan S, small-step walk S")
for c, d, main, walk in walk_rows:
    print(f" {c:.0f}, {d:.0f}: {main:.4f}, {walk:.4f}")
print(f"right edge: level T = {level_ref[0]:.4f}, "
      f"fit mean = {ref[0] @ w_mean:.4f}, slope = {b[0]:.6f} 1/A")
print(f"edge offsets right, left = {e_ref[0]:.3f}, {e_ref[1]:.3f} A")
print(f"width at 50 eV cutoff = {W_ref:.2f} A, std error = {se_width:.2f} A")
print(f"jackknife std error of width = {jack_width:.2f} A")
print(f"V1 = N Var W = {V1:.1f} A^2")
print("cutoff(eV): relative-threshold shift(A), std error(A), N*")
for c, shift, se, _, _, _ in rows:
    star = f"{V1 / shift**2:.0f}" if abs(shift) > 2 * se else "unresolved"
    print(f" {c:.0f}: {shift:.2f}, {se:.2f}, {star}")
print(f"jackknife error of 400 eV shift = {jack_shift:.2f} A "
      f"(formula {se_400:.2f} A)")
print("cutoff(eV): fixed-threshold shift(A), std error(A)")
for c, _, _, shift, se, in_fit in rows:
    text = f"{shift:.2f}, {se:.2f}" if in_fit else "outside fit range"
    print(f" {c:.0f}: {text}")
print("N: law std, sampled std, 68% half-spread, bias, bias law (A)")
for N, law, std, spread, bias, bias_law in count_rows:
    print(f" {N}: {law:.2f}, {std:.2f}, {spread:.2f}, "
          f"{bias:.4f}, {bias_law:.4f}")
print("done: every assertion held")
```

Output:

```
Z = 14, density = 0.05 atoms/A^3, J = 170.0 eV
beam = 1000.0 eV, blur std = 10.0 A
ridge width = 200.0 A, height = 200.0 A
trajectories per beam setting = 10000, settings = 40
screening mu = 2.7223 1/bohr
E(eV): beta, mfp(A), transport mfp(A), stopping(eV/A)
 1000: 0.0252, 16.19, 114.8, 1.879
 400: 0.0630, 6.72, 26.6, 3.004
 50: 0.5041, 1.19, 1.8, 5.254
mean collisions from beam energy to 50 eV = 50.2
path s(Ec) in A: 50 eV 353.7, 100 eV 343.7, 200 eV 320.3, 300 eV 292.8, 400 eV 261.3, 600 eV 187.6
outward offset(A): S at 50 eV, S at 400 eV (mean of two sides)
 -100: 0.4086, 0.3114
 -50: 0.4213, 0.3363
 -25: 0.4352, 0.3616
 -10: 0.3638, 0.3048
 0: 0.2642, 0.2169
 10: 0.1737, 0.1410
 25: 0.1359, 0.1084
 50: 0.1581, 0.1256
mirror chi-square = 11.3 for 20 pairs
cutoff(eV), offset(A): scan S, small-step walk S
 50, -10: 0.3638, 0.3643
 50, 10: 0.1737, 0.1725
 400, -10: 0.3048, 0.3061
 400, 10: 0.1410, 0.1409
right edge: level T = 0.2922, fit mean = 0.2692, slope = -0.008855 1/A
edge offsets right, left = -2.600, -2.403 A
width at 50 eV cutoff = 195.00 A, std error = 0.36 A
jackknife std error of width = 0.37 A
V1 = N Var W = 1283.4 A^2
cutoff(eV): relative-threshold shift(A), std error(A), N*
 100: 0.07, 0.04, unresolved
 200: 0.41, 0.09, 7506
 300: 1.02, 0.14, 1241
 400: 1.94, 0.20, 341
 600: 6.16, 0.34, 34
jackknife error of 400 eV shift = 0.20 A (formula 0.20 A)
cutoff(eV): fixed-threshold shift(A), std error(A)
 100: -0.62, 0.03
 200: -2.85, 0.08
 300: -6.91, 0.15
 400: -13.31, 0.26
 600: outside fit range
N: law std, sampled std, 68% half-spread, bias, bias law (A)
 100: 3.58, 3.87, 3.73, -0.3517, -0.3158
 400: 1.79, 1.81, 1.82, -0.0800, -0.0790
 1600: 0.90, 0.89, 0.89, -0.0197, -0.0197
 6400: 0.45, 0.45, 0.45, -0.0050, -0.0049
done: every assertion held
```
